# Subgap Andreev reflection at a superconducting contact with a delta barrier

## What the answer can depend on

An electron of energy $E$, measured from the Fermi level, moves in a normal metal ($x<0$) towards a superconductor ($x>0$). At $x=0$ it meets a barrier $U\delta(x)$, with $U$ an energy times a length. It may return as an electron, with probability $B$, or as a hole, with probability $A$; the second process is Andreev reflection.

The data are $E$, the gap $\Delta$, the Fermi energy $E_F=\hbar^2k_F^2/2m=\tfrac12 mv_F^2$, the strength $U$, and the constants $\hbar$ and $m$. A probability has no dimension, so it can depend on three ratios only:

$$\frac{E}{\Delta},\qquad \frac{\Delta}{E_F},\qquad Z=\frac{U}{\hbar v_F}=\frac{mU}{\hbar^2k_F}.$$

To leading order in the small ratio $\Delta/E_F$ this leaves $A=F(E/\Delta,Z)$. The phase $\chi$ of a uniform gap $\Delta e^{i\chi}$ drops out, because writing the hole component as $e^{-i\chi}v$, with $v$ the new unknown, removes it from the equations and changes no probability. The gap is therefore taken real and positive.

One value of $F$ can also be foreseen. Returning as an electron requires a momentum change of $2\hbar k_F$. The gap alone mixes momenta differing by about $\Delta/v_F$, which is smaller by a factor of order $\Delta/E_F$. Below the gap no quasiparticle propagates in the superconductor either, so without a barrier $F(E/\Delta,0)=1$ there. Matching the waves gives the rest of $F$.

## Theorem and assumptions

The two-component wave $(u,v)$, electron part first, obeys the Bogoliubov-de Gennes equations

$$Eu=Hu+\Delta(x)v,\qquad Ev=-Hv+\Delta(x)u,$$
$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}-E_F+U\delta(x).$$

These are mean-field equations. The gap is a step, $\Delta(x)=0$ for $x<0$ and $\Delta$ for $x>0$, and is not adjusted self-consistently. There is one ballistic channel, with equal mass and Fermi energy on both sides, no spin polarization and no inelastic scattering.

**Theorem.** For $0\le E\le\Delta$ and to leading order in $\Delta/E_F$,

$$A=\frac{\Delta^2}{E^2+(\Delta^2-E^2)(1+2Z^2)^2},\qquad B=1-A.$$

The value at $E=\Delta$ is the limit from below.

## Three lemmas

**Lemma 1 (current).** The conserved quasiparticle current is $J=(\hbar/m)\,\mathrm{Im}(u^*u'-v^*v')$.

*Proof.* Replace $E$ by $i\hbar\,\partial_t$. Then

$$\partial_t(|u|^2+|v|^2)=\frac2\hbar\,\mathrm{Im}\left[u^*Hu-v^*Hv+\Delta(u^*v+v^*u)\right].$$

The last term is real and gives nothing, as do the real potentials in $H$. The kinetic term leaves $\mathrm{Im}(u^*u'')=\partial_x\mathrm{Im}(u^*u')$, and likewise for $v$. The right side is thus $-\partial_xJ$. ∎

A hole wave $v=e^{ikx}$ has $J=-\hbar k/m$: it moves to the left although its wave number is positive. This fixes the sign in the exponent of the reflected hole.

**Lemma 2 (waves in the superconductor).** Let $\Omega=\sqrt{\Delta^2-E^2}$ and

$$\alpha=\frac{E-i\Omega}{\Delta}=e^{-i\varphi},\qquad \cos\varphi=\frac E\Delta .$$

For $E<\Delta$ the solutions that decay for $x>0$ are $(1,\alpha)e^{iq_+x}$ and $(\alpha,1)e^{-iq_-x}$, with $\hbar^2q_\pm^2/2m=E_F\pm i\Omega$.

*Proof.* Insert $(u,v)e^{iqx}$ and write $\xi=\hbar^2q^2/2m-E_F$. The equations become $(E-\xi)u=\Delta v$ and $(E+\xi)v=\Delta u$. Their product gives $E^2-\xi^2=\Delta^2$, so $\xi=\pm i\Omega$. The first equation gives $v/u=(E-\xi)/\Delta$. This is $\alpha$ for the upper sign and $(E+i\Omega)/\Delta$ for the lower. Since $(E-i\Omega)(E+i\Omega)=\Delta^2$, the second ratio is $1/\alpha$, and the spinor may be written $(\alpha,1)$. Expanding the square root,

$$q_\pm\simeq k_F\left(1\pm\frac{i\Omega}{2E_F}\right)=k_F\pm\frac{i\Omega}{\hbar v_F},$$

because $2E_F/k_F=\hbar v_F$. Both $e^{iq_+x}$ and $e^{-iq_-x}$ then contain $e^{-\Omega x/\hbar v_F}$. The opposite exponents grow and are excluded. ∎

The amplitude decays over the length $\hbar v_F/\Omega$. The incident quasiparticle is not transmitted below the gap; the charge it brings continues in the condensate.

**Lemma 3 (matching).** At $x=0$ both components are continuous, and both derivatives jump by the same rule:

$$\psi'(0^+)-\psi'(0^-)=2k_FZ\,\psi(0).$$

*Proof.* Integrate the equations over a vanishing interval around $x=0$. Bounded terms disappear. The first equation leaves $-(\hbar^2/2m)[u']+Uu(0)=0$. The second leaves the same expression for $v$ with an overall minus sign, which has no effect. Finally $2mU/\hbar^2=2k_FZ$. ∎

## Proof of the theorem

To leading order every wave number in the matching equals $k_F$. The waves are

$$\psi_N=\begin{pmatrix}e^{ik_Fx}+b\,e^{-ik_Fx}\\ a\,e^{ik_Fx}\end{pmatrix},\qquad
\psi_S=c\begin{pmatrix}1\\ \alpha\end{pmatrix}e^{iq_+x}+d\begin{pmatrix}\alpha\\1\end{pmatrix}e^{-iq_-x}.$$

Continuity gives

$$1+b=c+\alpha d,\qquad a=\alpha c+d. \tag{1}$$

The derivative rule, divided by $ik_F$, gives

$$c-\alpha d-(1-b)=-2iZ(1+b),\qquad \alpha c-d-a=-2iZa. \tag{2}$$

Take the hole equations first. Half the sum and half the difference of $\alpha c+d=a$ and $\alpha c-d=(1-2iZ)a$ are

$$\alpha c=(1-iZ)a,\qquad d=iZa. \tag{3}$$

For the electron equations, adding the first parts of (1) and (2) gives $2c=2-2iZ(1+b)$, or

$$c=1-iZ(1+b). \tag{4}$$

From (1) and (3),

$$1+b=a\left[\frac{1-iZ}{\alpha}+iZ\alpha\right]. \tag{5}$$

Put (3) and (5) into (4) and multiply by $\alpha$:

$$a\left[(1-iZ)+iZ(1-iZ)-Z^2\alpha^2\right]=\alpha .$$

The first two terms combine to $(1-iZ)(1+iZ)=1+Z^2$. Hence

$$a=\frac{\alpha}{\gamma},\qquad \gamma=1+Z^2(1-\alpha^2).$$

Equation (5) then yields

$$b=\frac{1-iZ+iZ\alpha^2-\gamma}{\gamma}=-\frac{(Z^2+iZ)(1-\alpha^2)}{\gamma}.$$

Incoming and outgoing waves in the metal have the same speed to this order, so $A=|a|^2$ and $B=|b|^2$. With $\alpha^2=e^{-2i\varphi}$,

$$|\gamma|^2=(1+Z^2)^2+Z^4-2Z^2(1+Z^2)\cos2\varphi .$$

Substituting $\cos2\varphi=1-2\sin^2\varphi$, the part without $\sin^2\varphi$ is $(1+Z^2-Z^2)^2=1$, and

$$|\gamma|^2=1+4Z^2(1+Z^2)\sin^2\varphi,\qquad \sin^2\varphi=1-\frac{E^2}{\Delta^2}.$$

Since $|\alpha|=1$, $A=1/|\gamma|^2$. Multiply numerator and denominator by $\Delta^2$ and use $4Z^2(1+Z^2)=(1+2Z^2)^2-1$. The denominator is $\Delta^2-(\Delta^2-E^2)+(\Delta^2-E^2)(1+2Z^2)^2$, which is the stated one.

For the electron, $|Z^2+iZ|^2=Z^2(1+Z^2)$ and $|1-\alpha^2|^2=2-2\cos2\varphi=4\sin^2\varphi$. Thus $B=4Z^2(1+Z^2)\sin^2\varphi/|\gamma|^2$ and $A+B=1$. ∎

**Remark (limits).** At $Z=0$, $A=1$, as foreseen. At the Fermi level $A(0)=(1+2Z^2)^{-2}$. For $Z\gg1$ this tends to $1/(4Z^4)$: Andreev reflection moves two electron charges, and each barrier crossing costs a factor of about $1/Z^2$. At the gap edge $A=1$ for every finite $Z$. The peak there is narrow for a strong barrier: $A=\tfrac12$ requires $4Z^2(1+Z^2)(1-E^2/\Delta^2)=1$, which for $Z\gg1$ gives $\Delta-E\simeq\Delta/(8Z^4)$.

## The result in terms of the normal transmission

**Corollary 1.** Let $D$ be the barrier's transmission in the normal state. Then

$$A=\frac{D^2}{D^2+4(1-D)(1-E^2/\Delta^2)}.$$

*Proof.* For the delta barrier between normal metals, matching gives $1+r=t$ and $t-(1-r)=-2iZt$. Hence $t=1/(1+iZ)$, $r=-iZ/(1+iZ)$ and $D=|t|^2=1/(1+Z^2)$. Write $R=1-D$. The hole equation at $E$, $Hv=-Ev$, is the electron equation at $-E$, but a hole wave moves opposite to its wave number (Lemma 1). Complex conjugation of an electron solution reverses its wave numbers and so gives the hole solution with the same directions of motion. Near the Fermi level the hole amplitudes are therefore $t^*$ and $r^*$.

Imagine a vanishingly thin normal layer between barrier and superconductor. The clean interface turns an electron into a hole with amplitude $\alpha$, the value of $a$ at $Z=0$. It turns a hole into an electron also with amplitude $\alpha$, as the spinor $(\alpha,1)$ shows. The electron enters, is converted, and leaves as a hole, or makes any number of extra round trips:

$$a=t\alpha t^*\sum_{n=0}^{\infty}(r^*\alpha\,r\,\alpha)^n=\frac{D\alpha}{1-R\alpha^2}.$$

Then $|1-R\alpha^2|^2=(1-R)^2+4R\sin^2\varphi$ gives the claim. ∎

The phase of $r$ cancels in $r^*r$. The corollary therefore also holds, to leading order, for a thin barrier of another shape, provided its scattering amplitudes hardly change over energies of order $\Delta$. A sharp resonance inside the barrier would violate this condition. Near the gap edge the condition is stricter: there $|1-R\alpha^2|$ is of order $D$, so the change of the reflection phase between $E$ and $-E$ must be small compared with $D$. A nearly opaque barrier of finite thickness can fail this. For a rectangle 8 eV high and 1 nm thick, with $E_F=7$ eV and $\Delta=1.4$ meV, $D=6\times10^{-5}$; matching with all wave numbers kept gives $A=0.004$ at the gap edge instead of 1, while at half the gap the corollary holds to four digits.

## Conductance

**Corollary 2.** With two spin directions the zero-temperature conductance of the channel at bias $V$, $e|V|<\Delta$, is $G=(2e^2/h)\,2A(eV)$. Relative to the normal state, $G_N=(2e^2/h)D$, the zero-bias value is

$$\frac{G}{G_N}=\frac{2(1+Z^2)}{(1+2Z^2)^2}.$$

*Proof.* Let $f$ be the Fermi function. Electrons arrive from the metal with occupation $f(E-eV)$. Leftward electrons have three sources: reflected electrons, $Bf(E-eV)$; converted holes, $Af(E+eV)$; and quasiparticles from the superconductor, $(1-A-B)f(E)$. The difference between arriving and leaving occupation is

$$(1-B)[f(E-eV)-f(E)]-A[f(E+eV)-f(E)].$$

In the integral over all $E$, reverse the sign of $E$ in the second part. Since $A$ is even in $E$ and $f(-x)=1-f(x)$, it becomes $+A[f(E-eV)-f(E)]$. Therefore

$$I=\frac{2e}{h}\int dE\,[f(E-eV)-f(E)]\,(1+A-B).$$

At zero temperature $dI/dV$ selects $E=eV$, and below the gap $1+A-B=2A$. Dividing $2A(0)$ by $D=1/(1+Z^2)$ gives the ratio. ∎

At finite temperature energies above the gap matter too. There $\alpha=(E-\sqrt{E^2-\Delta^2})/\Delta$ is real, the same two waves carry flux away from the interface, and the algebra for $a$ and $b$ is unchanged. Now $A+B<1$. Far above the gap $\alpha\to0$, and $1+A-B$ returns to $D$.

At zero temperature the zero-bias ratio is 2 for a clean contact. It equals 1 when $2(1+Z^2)=(1+2Z^2)^2$, or $4Z^4+2Z^2-1=0$, so $Z^2=(\sqrt5-1)/4$ and $Z=0.556$. A weaker barrier gives enhancement, a stronger one suppression. At finite temperature the crossing moves to larger $Z$; for $k_BT=0.26\,\Delta$ it lies at $Z=0.65$.

## A copper-niobium point contact

Take $E_F=7.0$ eV for copper and $\Delta=1.4$ meV for niobium at 4.2 K, both rough typical values, and choose $U=0.40$ eV nm. Then $k_F=13.555\ \mathrm{nm^{-1}}$ and $\hbar v_F=2E_F/k_F=1.033$ eV nm, so

$$Z=\frac{0.40}{1.033}=0.387,\quad Z^2=0.150,\quad D=\frac1{1.150}=0.870.$$

With $(1+2Z^2)^2=1.690$, $A(0)=1/1.690=0.592$. At half the gap,

$$A=\frac{1.96}{0.49+1.47\times1.690}=0.659 .$$

At $E=1.26$ meV it is 0.884. The zero-bias conductance ratio is $2\times0.592/0.870=1.36$; at the gap edge it is $2/0.870=2.30$. The decay length at half gap is 852 nm. The complete values are in the numerical output.

## Where the assumptions fail, and by how much

Each estimate below changes one assumption and holds the other inputs fixed.

**Wave numbers.** Here $\Delta/E_F=2.0\times10^{-4}$. Matching with all wave numbers kept lowers $A$ at half gap by $7\times10^{-5}$, about one part in $10^4$ of its value.

**Temperature.** At 4.2 K, $k_BT=0.362$ meV. With the gap held at 1.4 meV, the zero-bias ratio rises from 1.36 to 1.47 and the gap-bias ratio falls from 2.30 to 1.54. The zero-bias rise comes from averaging over energies nearer the gap edge, where the ratio exceeds its value at $E=0$. Most of the contrast between the two biases is lost.

**Oblique incidence.** If the momentum along a flat interface is conserved, only $v_F\cos\theta$ enters the matching, and $Z$ becomes $Z/\cos\theta$. Channels are counted with weight $\cos\theta\,d(\cos\theta)$. Averaging $2A(0)$ and $D$ separately gives a zero-temperature ratio of 1.01: in this geometry the enhancement almost vanishes.

**Unequal Fermi velocities.** Let $k_N,k_S$ be the two Fermi wave numbers, with equal masses, and $g=2mU/\hbar^2$. Normal-state matching reads $1+r=t$ and $ik_St-ik_N(1-r)=gt$, so $t=2k_N/(k_N+k_S+ig)$. Including the velocity ratio,

$$D=\frac{k_S}{k_N}|t|^2=\frac{4k_Nk_S}{(k_N+k_S)^2+g^2}.$$

Define $Z_{\rm eff}^2=1/D-1$ and $\rho=k_S/k_N=v_S/v_N$. Since $(k_N+k_S)^2=4k_Nk_S+(k_N-k_S)^2$,

$$Z_{\rm eff}^2=\frac{Z^2}{\rho}+\frac{(1-\rho)^2}{4\rho}.$$

For an assumed rough $\rho=0.5$ this is $0.300+0.125=0.425$, so $Z_{\rm eff}=0.652$. Corollary 1 then gives $A(0)=0.292$ and a conductance ratio of 0.833. At zero temperature enhancement has become suppression; at 4.2 K the ratio for this $Z_{\rm eff}$ is 1.00. The result depends strongly on the assumed $\rho$: the zero-temperature ratio is 1.28 for $\rho=0.87$ and 0.57 for $\rho=0.35$.

**Barrier thickness.** Replace the delta function by a rectangle of the same area, $w=0.20$ nm thick and $W=2.00$ eV high. Inside it write $\psi=P\cos qx+S\sin qx$, with $q=k_F\sqrt{1-W/E_F}$. Matching at the entrance gives $1+r=P$ and $ik_F(1-r)=qS$. Matching at the exit to a wave of amplitude $\tau$ gives

$$P=\tau\left(\cos qw-\tfrac{ik_F}{q}\sin qw\right),\quad S=\tau\left(\sin qw+\tfrac{ik_F}{q}\cos qw\right).$$

Eliminating $r$, $2=P+qS/(ik_F)=\tau[2\cos qw-i(k_F/q+q/k_F)\sin qw]$, so

$$\frac1D=1+\frac{W^2\sin^2qw}{4E_F(E_F-W)}.$$

This gives $D=0.984$ and $A(0)=0.938$, against 0.870 and 0.592 for the delta barrier. For $|q|w\ll1$ one may put $\sin qw\simeq qw$, and the last term becomes $Z^2$, the delta result; here $qw=2.3$. This rectangle lies below $E_F$, so electrons pass over it rather than tunnel, and $qw$ is near $\pi$, where it transmits fully. A rectangle of the same area 0.05 nm thick and 8 eV high gives $D=0.867$, close to the delta value. The area of a real barrier does not fix $Z$; its transmission does.

**Disorder.** For an assumed contact radius of 5 nm and mean free path of 50 nm, their ratio is 0.10, so most electrons cross the contact without scattering. The effect of the remaining scattering on the conductance ratio is not computed here. The 852 nm decay length, however, far exceeds that free path. It was computed with copper's Fermi velocity on both sides; with the velocity ratio $\rho=0.5$ assumed above it would be 426 nm, still much longer than the free path. The clean plane waves of Lemma 2 do not describe such a superconductor over their full decay length, and the resulting change in $A$ is not computed here.

**Spin polarization.** The reflected hole belongs to the opposite spin band. In a half-metallic channel that band has no propagating state at the Fermi level, so the hole wave decays into the metal and carries no current. The superconductor carries no quasiparticle flux below the gap either, hence $A=0$ and $B=1$. Suppose a fraction $P_s$ of the normal current flows in such channels and the rest in unpolarized ones with the same $Z$. The zero-bias ratio is then multiplied by $1-P_s$. For a ferromagnet with $P_s=0.40$ in place of copper, it is $0.60\times1.361=0.817$.

At zero temperature this is close to the 0.833 produced by unequal velocities without any polarization, so one zero-bias value cannot determine $P_s$. The bias dependence carries more information. Just below the gap at zero temperature, the model ratio is $2(1-P_s)(1+Z^2)$: polarization lowers it, while a larger effective $Z$ raises it. Thermal smearing weakens this distinction.

For a real copper-niobium contact, the energies and temperature above are of the right size, but $U$ is a chosen number. Three assumptions strongly affect the predicted zero-bias conductance ratio of 1.36 (all values here at zero temperature, and for the chosen $w$ and $\rho$): giving the barrier the thickness chosen above changes it to $2\times0.938/0.984=1.91$, oblique incidence to 1.01, and unequal velocities to 0.83. A $Z$ obtained by fitting this model to data is therefore an effective parameter, influenced by velocity mismatch, angles and barrier shape; it is not a direct measure of an interface layer.

## Numbers as computed

```
INPUTS (rough typical or chosen)
Fermi energy = 7.0 eV
barrier strength U = 0.40 eV nm
gap = 1.40 meV
temperature = 4.2 K
MODEL RESULTS
Fermi wave number = 13.555 1/nm
Fermi velocity = 1.569e+06 m/s
hbar v_F = 1.0329 eV nm
Z = 0.3873 (no unit)
(1+2Z^2)^2 = 1.6899 (no unit)
normal transmission D = 0.8696 (no unit)
E = 0.00 meV: A = 0.5917, B = 0.4083 (no unit)
E = 0.70 meV: A = 0.6590, B = 0.3410 (no unit)
E = 1.26 meV: A = 0.8841, B = 0.1159 (no unit)
E = 1.40 meV: A = 1.0000, B = 0.0000 (no unit)
decay length at half gap = 852 nm
G/G_N at zero bias, 0 K = 1.3610 (no unit)
G/G_N at gap bias, 0 K = 2.3000 (no unit)
Z where zero-bias G/G_N = 1: 0.5559 (no unit)
NEGLECTED EFFECTS
gap/E_F = 2.00e-04 (no unit)
full matching minus formula, half gap = -7.1e-05
kT = 0.3619 meV
G/G_N at zero bias, with kT = 1.4671 (no unit)
G/G_N at gap bias, with kT = 1.5396 (no unit)
G/G_N zero bias, all angles, 0 K = 1.0108
velocity ratio S/N (rough) = 0.50 (no unit)
effective Z with that ratio = 0.6519 (no unit)
A(0) with that ratio = 0.2922
G/G_N zero bias with that ratio = 0.8328
barrier thickness = 0.20 nm, height = 2.00 eV
k_F times thickness = 2.711 (no unit)
D of this thick barrier = 0.9841 (no unit)
A(0) of this thick barrier = 0.9384 (no unit)
contact radius = 5 nm, free path = 50 nm
radius / free path = 0.10 (no unit)
current polarization P = 0.40 (no unit)
G/G_N zero bias with P, 0 K = 0.8166
```
